# Spin-only moment of a precursor with three unpaired electrons: a program that tests the result

```python
"""Result under test: three parallel unpaired electrons (S = 3/2) have the
spin-only moment g*sqrt(S(S+1)) = sqrt(15) = 3.87 Bohr magnetons for g = 2.
The neglected orbital part is computed from the complete d shell.

Symbols: S, L spin and orbital angular momentum (units of hbar); g_e free-
electron g factor; delta octahedral splitting; B, C Racah repulsion parameters;
zeta one-electron spin-orbit constant; lam = zeta/3 for the d3 quartet.
Energies are in cm^-1, moments in Bohr magnetons (muB), temperature in K.
The effective moment is defined by mu^2 = 3 k T chi / (N muB^2).
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from sympy.physics.wigner import gaunt

WAVENUMBER = const.h * const.c * 100.0          # joule per cm^-1
MUB_J = const.physical_constants["Bohr magneton"][0]
MUB = MUB_J / WAVENUMBER                        # cm^-1 per tesla
G_E = abs(const.physical_constants["electron g factor"][0])
T = 300.0
KT = const.k * T / WAVENUMBER
FIELD = 1.0                                     # tesla


def angular(j):
    """Matrices of J_z and J_plus, with m running from j down to -j."""
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


def square(jz, jplus):
    return jz @ jz + 0.5 * (jplus @ jplus.T + jplus.T @ jplus)


def thermal_moment(hamiltonian, moment):
    """Effective moment from the thermal magnetization in a real field."""
    energy, vec = np.linalg.eigh(hamiltonian + MUB * FIELD * moment)
    weight = np.exp(-(energy - energy[0]) / KT)
    weight /= weight.sum()
    magnetization = -weight @ np.einsum("ik,ij,jk->k", vec, moment, vec)
    return np.sqrt(3 * KT * magnetization / (MUB * FIELD))


# ---- Three spins one half -------------------------------------------------
sz, sp = angular(0.5)
one = np.eye(2)


def three_spin_sum(a):
    return (np.kron(np.kron(a, one), one) + np.kron(np.kron(one, a), one)
            + np.kron(np.kron(one, one), a))


sz3, sp3 = three_spin_sum(sz), three_spin_sum(sp)
s2_three = square(sz3, sp3)
s2_values = np.linalg.eigvalsh(s2_three)
assert np.allclose(s2_values, [0.75] * 4 + [3.75] * 4)
spin_only = np.sqrt(3 * (3 + 2))
mu_parallel = thermal_moment(-20 * KT * s2_three, 2 * sz3)
mu_uncoupled = thermal_moment(0 * s2_three, 2 * sz3)
assert abs(mu_parallel - spin_only) < 1e-3      # 1 T is not quite zero field
assert abs(mu_uncoupled - 3.0) < 1e-3
assert round(spin_only, 2) == 3.87

# ---- Complete d shell -----------------------------------------------------
lz, lp = angular(2)
M_VALUES = [2, 1, 0, -1, -2]


def repulsion_coefficient(k, m1, m2):
    value = float(gaunt(2, k, 2, -m1, m1 - m2, m2))
    return (-1) ** m1 * np.sqrt(4 * np.pi / (2 * k + 1)) * value


COEF = {k: np.array([[repulsion_coefficient(k, a, b) for b in M_VALUES]
                     for a in M_VALUES]) for k in (2, 4)}


class DShell:
    """All determinants of n electrons in ten d spin orbitals."""

    def __init__(self, n):
        dets = list(combinations(range(10), n))
        place = {det: i for i, det in enumerate(dets)}
        self.exc = np.zeros((10, 10, len(dets), len(dets)))
        for col, det in enumerate(dets):
            for pos, q in enumerate(det):
                rest = det[:pos] + det[pos + 1:]
                for p in range(10):
                    if p not in rest:
                        below = sum(r < p for r in rest)
                        row = place[tuple(sorted(rest + (p,)))]
                        self.exc[p, q, row, col] = (-1) ** (pos + below)
        self.Lz = self.one_body(np.kron(lz, one))
        self.Lp = self.one_body(np.kron(lp, one))
        self.Sz = self.one_body(np.kron(np.eye(5), sz))
        self.Sp = self.one_body(np.kron(np.eye(5), sp))
        self.S2 = square(self.Sz, self.Sp)
        self.L2 = square(self.Lz, self.Lp)
        self.spin_orbit = self.one_body(
            np.kron(lz, sz) + 0.5 * (np.kron(lp, sp.T) + np.kron(lp.T, sp)))
        cubic = np.diag([0.1, -0.4, 0.6, -0.4, 0.1])
        cubic[0, 4] = cubic[4, 0] = 0.5
        self.cubic = self.one_body(np.kron(cubic, one))
        self.moment = self.Lz + G_E * self.Sz

    def one_body(self, h):
        return np.tensordot(h, self.exc, axes=([0, 1], [0, 1]))

    def repulsion(self, B, C):
        slater = {2: 49 * B + 7 * C, 4: 12.6 * C}
        e = self.exc[0::2, 0::2] + self.exc[1::2, 1::2]
        total = np.zeros_like(self.Sz)
        for a, b, c, d in np.ndindex(5, 5, 5, 5):
            if M_VALUES[a] + M_VALUES[c] != M_VALUES[b] + M_VALUES[d]:
                continue
            v = sum(slater[k] * COEF[k][a, b] * COEF[k][d, c] for k in slater)
            total += 0.5 * v * (e[a, b] @ e[c, d])
            if b == c:
                total -= 0.5 * v * e[a, d]
        return total


def ground_space(hamiltonian):
    energy, vec = np.linalg.eigh(hamiltonian)
    return vec[:, energy - energy[0] < 1e-3]


# Rough parameters for tris(acetylacetonato)chromium(III)
delta, B, zeta = 18000.0, 600.0, 270.0
C, lam = 4 * B, zeta / 3
cr = DShell(3)
h_rep = cr.repulsion(B, C)
h_oct = h_rep + delta * cr.cubic

# Free-ion term: L = 3, S = 3/2, and the known quartet spacing 15 B
free = ground_space(h_rep)
assert free.shape[1] == 28
assert np.allclose(free.T @ cr.L2 @ free, 12 * np.eye(28), atol=1e-7)
assert np.allclose(free.T @ cr.S2 @ free, 3.75 * np.eye(28), atol=1e-7)
quartets = np.linalg.eigvalsh(h_rep + 1e6 * (3.75 * np.eye(120) - cr.S2))
assert abs(quartets[28] - quartets[0] - 15 * B) < 1e-3
mu_free = thermal_moment(h_rep, cr.moment)
assert abs(mu_free - np.sqrt(3.75 * G_E**2 + 12)) < 1e-3
mu_free_g2 = thermal_moment(h_rep, cr.Lz + 2 * cr.Sz)
assert abs(mu_free_g2 - np.sqrt(27)) < 1e-3

# Octahedral field: four spin states remain and their orbital moment is zero
quartet = ground_space(h_oct)
assert quartet.shape[1] == 4
assert np.allclose(quartet.T @ cr.S2 @ quartet, 3.75 * np.eye(4), atol=1e-7)
orbital_cr = np.abs(np.linalg.eigvalsh(quartet.T @ cr.Lz @ quartet)).max()
assert orbital_cr < 1e-8
levels = np.linalg.eigvalsh(h_oct)
doublet_gap = levels[4] - levels[0]
assert doublet_gap > 20 * KT
mu_spin_ge = thermal_moment(h_oct, G_E * cr.Sz)
assert abs(mu_spin_ge - G_E * np.sqrt(3.75)) < 1e-3

# Second-order orbital effects
mu_no_soc = thermal_moment(h_oct, cr.moment)
assert abs(mu_no_soc**2 - 3.75 * G_E**2 - 24 * KT / delta) < 1e-3


def quartet_g(z):
    vec = np.linalg.eigh(h_oct + z * cr.spin_orbit)[1][:, :4]
    block = vec.T @ cr.moment @ vec
    return np.sqrt(np.trace(block @ block) / 5)     # sum of m^2 is 5


step = 27.0
slope = (quartet_g(step) - quartet_g(-step)) / (2 * step / 3) * delta
assert abs(slope + 8) < 0.02
g_formula = G_E - 8 * lam / delta
g_full = quartet_g(zeta)
assert abs(g_full - g_formula) < 3e-3               # higher orders in zeta
mu_formula = np.sqrt(3.75 * g_formula**2 + 24 * KT / delta)
mu_full = thermal_moment(h_oct + zeta * cr.spin_orbit, cr.moment)
assert abs(mu_full - mu_formula) < 6e-3             # higher orders in zeta

# Same number of unpaired electrons, orbitally degenerate ground term:
# rough parameters for the hexaaquacobalt(II) ion
delta_co, B_co, zeta_co = 9300.0, 850.0, 500.0
co = DShell(7)
h_co = co.repulsion(B_co, 4 * B_co) + delta_co * co.cubic
ground_co = ground_space(h_co)
assert ground_co.shape[1] == 12
assert np.allclose(ground_co.T @ co.S2 @ ground_co, 3.75 * np.eye(12), atol=1e-7)
orbital_co = np.abs(np.linalg.eigvalsh(ground_co.T @ co.Lz @ ground_co)).max()
mu_co = thermal_moment(h_co + zeta_co * co.spin_orbit, co.moment)
assert orbital_co > 1.0 and mu_co > spin_only + 0.5

# ---- Molar susceptibility and effects left out ----------------------------
# Gaussian molar susceptibility (cm^3/mol) for an effective moment of 1 muB
chi_unit = (const.mu_0 * const.N_A * MUB_J**2 / (3 * const.k * T)
            / (4 * np.pi) * 1e6)
chi_spin = chi_unit * spin_only**2
chi_tip = chi_unit * 24 * KT / delta
molar_mass = 51.996 + 15 * 12.011 + 21 * 1.008 + 6 * 15.999
chi_dia = -0.5e-6 * molar_mass                      # common rough estimate
mu_uncorrected = np.sqrt((chi_spin + chi_dia) / chi_unit)

axial_D = 0.6                                       # rough size, cm^-1
z4, p4 = angular(1.5)
x4 = 0.5 * (p4 + p4.T)
h_axial = axial_D * (z4 @ z4 - 1.25 * np.eye(4))
mu_z = thermal_moment(h_axial, 2 * z4)
mu_x = thermal_moment(h_axial, 2 * x4)
mu_powder = np.sqrt((mu_z**2 + 2 * mu_x**2) / 3)
assert abs(mu_powder - spin_only) < 1e-3

print("SPIN-ONLY RESULT")
print(f"S(S+1), parallel spins: {s2_values[-1]:.2f}")
print(f"S(S+1), doublets: {s2_values[0]:.2f}")
print(f"spin-only moment, g = 2: {spin_only:.4f} muB")
print(f"spin-only moment in J/T: {spin_only * MUB_J:.3e} J/T")
print(f"moment from magnetization, g = 2: {mu_parallel:.4f} muB")
print(f"three spins without exchange: {mu_uncoupled:.4f} muB")
print(f"free-electron g: {G_E:.5f}")
print(f"spin-only moment, free-electron g: {G_E * np.sqrt(3.75):.4f} muB")
print("CHROMIUM PRECURSOR, ROUGH PARAMETERS")
print(f"temperature: {T:.0f} K")
print(f"applied field: {FIELD:.0f} T")
print(f"thermal energy kT: {KT:.1f} cm^-1")
print(f"octahedral splitting delta: {delta:.0f} cm^-1")
print(f"Racah B: {B:.0f} cm^-1")
print(f"Racah C: {C:.0f} cm^-1")
print(f"zeta: {zeta:.0f} cm^-1")
print(f"lambda: {lam:.0f} cm^-1")
print(f"lowest doublet above quartet: {doublet_gap:.0f} cm^-1")
print(f"free ion, no spin-orbit, g = 2: {mu_free_g2:.3f} muB")
print(f"largest |L_z| in octahedral ground term: {orbital_cr:.3f} hbar")
print(f"coefficient of lambda/delta in g: {slope:.3f}")
print(f"g, second-order formula: {g_formula:.4f}")
print(f"g, full d shell: {g_full:.4f}")
print(f"moment, orbital Zeeman term only added: {mu_no_soc:.3f} muB")
print(f"moment, second-order formula: {mu_formula:.3f} muB")
print(f"moment, full d shell: {mu_full:.3f} muB")
print(f"full minus spin-only (g = 2): {mu_full - spin_only:.3f} muB")
print(f"relative difference: {100 * (mu_full / spin_only - 1):.2f} %")
print("SUSCEPTIBILITY AND OTHER EFFECTS")
print(f"spin-only molar susceptibility: {chi_spin:.3e} cm^3/mol")
print(f"spin-only chi times T: {chi_spin * T:.3f} cm^3 K/mol")
print(f"temperature-independent term: {chi_tip:.2e} cm^3/mol")
print(f"molar mass: {molar_mass:.2f} g/mol")
print(f"rough diamagnetic term: {chi_dia:.2e} cm^3/mol")
print(f"spin-only moment if uncorrected: {mu_uncorrected:.3f} muB")
print(f"rough axial splitting parameter D: {axial_D:.1f} cm^-1")
print(f"moment along axis with D: {mu_z:.4f} muB")
print(f"moment across axis with D: {mu_x:.4f} muB")
print(f"powder moment with D: {mu_powder:.4f} muB")
print("COBALT(II) WARNING CASE, ROUGH PARAMETERS")
print(f"octahedral splitting: {delta_co:.0f} cm^-1")
print(f"Racah B (C = 4B): {B_co:.0f} cm^-1")
print(f"zeta: {zeta_co:.0f} cm^-1")
print(f"largest |L_z| in ground term: {orbital_co:.3f} hbar")
print(f"moment, full d shell: {mu_co:.3f} muB")
print(f"excess over spin-only: {mu_co - spin_only:.3f} muB")
print("OK")
```

Output:

```
SPIN-ONLY RESULT
S(S+1), parallel spins: 3.75
S(S+1), doublets: 0.75
spin-only moment, g = 2: 3.8730 muB
spin-only moment in J/T: 3.592e-23 J/T
moment from magnetization, g = 2: 3.8730 muB
three spins without exchange: 3.0000 muB
free-electron g: 2.00232
spin-only moment, free-electron g: 3.8775 muB
CHROMIUM PRECURSOR, ROUGH PARAMETERS
temperature: 300 K
applied field: 1 T
thermal energy kT: 208.5 cm^-1
octahedral splitting delta: 18000 cm^-1
Racah B: 600 cm^-1
Racah C: 2400 cm^-1
zeta: 270 cm^-1
lambda: 90 cm^-1
lowest doublet above quartet: 11698 cm^-1
free ion, no spin-orbit, g = 2: 5.196 muB
largest |L_z| in octahedral ground term: 0.000 hbar
coefficient of lambda/delta in g: -8.000
g, second-order formula: 1.9623
g, full d shell: 1.9614
moment, orbital Zeeman term only added: 3.913 muB
moment, second-order formula: 3.836 muB
moment, full d shell: 3.835 muB
full minus spin-only (g = 2): -0.038 muB
relative difference: -0.99 %
SUSCEPTIBILITY AND OTHER EFFECTS
spin-only molar susceptibility: 6.252e-03 cm^3/mol
spin-only chi times T: 1.876 cm^3 K/mol
temperature-independent term: 1.16e-04 cm^3/mol
molar mass: 349.32 g/mol
rough diamagnetic term: -1.75e-04 cm^3/mol
spin-only moment if uncorrected: 3.819 muB
rough axial splitting parameter D: 0.6 cm^-1
moment along axis with D: 3.8685 muB
moment across axis with D: 3.8752 muB
powder moment with D: 3.8730 muB
COBALT(II) WARNING CASE, ROUGH PARAMETERS
octahedral splitting: 9300 cm^-1
Racah B (C = 4B): 850 cm^-1
zeta: 500 cm^-1
largest |L_z| in ground term: 1.408 hbar
moment, full d shell: 5.310 muB
excess over spin-only: 1.437 muB
OK
```
